# Gauge fixing for Wannier-interpolated electron-phonon couplings on a chain

**Question: Wannier interpolation of electron-phonon couplings on a toy chain gives noise off the grid**

I am trying to understand Wannier interpolation of electron-phonon matrix elements on a model small enough to check by hand (Hartree atomic units). The chain has cell length $a$ and two atoms per cell, A at $\tau_A=-d_1/2$ and B at $\tau_B=+d_1/2$, so the bonds alternate between $d_1$ and $d_2=a-d_1>d_1$. Each atom has one orbital, with on-site energies $+\Delta$ (A) and $-\Delta$ (B). The hopping across a bond of length $d$ is $-t(d)$ with $t(d)=t_1e^{-\beta(d-d_1)}$, and $t_2=t(d_2)$. The atoms have masses $M_A,M_B$, move along the chain, and are joined by springs $K_1,K_2$.

My "first-principles" data live on $N$ points $k_l=lb$, $b=2\pi/Na$, and the same grid for $q$: energies $\varepsilon_{nk}$, overlaps $M_{mn}(k)=\langle\psi_{mk}|e^{-ibx}|\psi_{n,k+b}\rangle$, phonon $\omega^2_{\nu q}$ and eigenvectors $e_{\kappa\nu}(q)$, and the coupling matrix elements. Every state and every mode has a random phase. If I Fourier transform the couplings I get weight in every cell, and the interpolated values are wrong. How do I fix the gauge from these data alone, what real-space couplings should come out, how coarse can the grid be, and in what sense can the interpolated $g$ be exact? My numbers: $a=5$, $d_1=2.3$ bohr, $t_1=0.10$, $\Delta=0.02$ Ha, $\beta=0.5$ bohr$^{-1}$, $M=20000,\,30000\ m_e$, $K=0.3,\,0.2$ Ha/bohr$^2$, $N=3$.

**Answer**

### What is being interpolated

Take the orbitals $|jR\rangle$ ($j=A,B$; $R=pa$) orthonormal, with $x|jR\rangle=(R+\tau_j)|jR\rangle$. On a ring of $N$ cells define $|jk\rangle=N^{-1/2}\sum_Re^{ikR}|jR\rangle$ and $\psi_{nk}=\sum_jC_{jn}(k)|jk\rangle$. The $2\times2$ matrix $C(k)$ is unitary, and each of its columns carries one of your random phases. For atom $\kappa$ define

$$G_{mn\kappa}(k,q)=\Big\langle\psi_{m,k+q}\Big|\sum_{R_p}e^{iqR_p}\frac{\partial H}{\partial u_{\kappa R_p}}\Big|\psi_{nk}\Big\rangle,\qquad d_{mn\nu}=\sum_\kappa\frac{e_{\kappa\nu}(q)}{\sqrt{M_\kappa}}G_{mn\kappa}.$$

With the quantised displacement $u_{\kappa R}=\sum_{q\nu}(2NM_\kappa\omega_{\nu q})^{-1/2}e_{\kappa\nu}(q)e^{iqR}(\hat a_{\nu q}+\hat a^\dagger_{\nu,-q})$, written for modes phased so that $e_{\kappa\nu}(-q)=e^*_{\kappa\nu}(q)$, which makes $u$ Hermitian (your random mode phases are relative to this choice), the term of $H$ linear in $u$ has the matrix element $N^{-1/2}g_{mn\nu}$ with

$$g_{mn\nu}=d_{mn\nu}/\sqrt{2\omega_{\nu q}}.$$

I take $d$ as your coarse data, because $g$ is $0/0$ for the acoustic mode at $q=0$.

If $\psi_{nk}\to e^{i\theta_{nk}}\psi_{nk}$ and $e_\nu\to e^{i\phi_\nu}e_\nu$, then $g_{mn\nu}\to e^{i(\theta_{nk}-\theta_{m,k+q}+\phi_\nu)}g_{mn\nu}$. The phase of $g$ is therefore not a property of the chain. "Exact" can mean only that $g$ is reproduced up to one phase per state and per mode, hence $|g_{mn\nu}|$ when bands and modes are non-degenerate.

The object that is short-ranged is the coupling in the orbital basis. Write $G^W_{ij\kappa}$ for the same matrix element between $\langle i,k+q|$ and $|jk\rangle$, so that $G_\kappa=C^\dagger(k+q)G^W_\kappa C(k)$. Inserting the Bloch sums,

$$G^W_{ij\kappa}=\frac1N\sum_{R',R,R''}e^{-i(k+q)R'}e^{ikR}e^{iqR''}\langle iR'|\partial_{\kappa R''}H|jR\rangle .$$

By translation invariance the matrix element depends only on $R_e=R-R'$ and $R_p=R''-R'$. The phase equals $e^{ikR_e+iqR_p}$, and the sum over $R'$ gives $N$:

$$G^W_{ij\kappa}(k,q)=\sum_{R_e,R_p}e^{ikR_e+iqR_p}g_{ij\kappa}(R_e,R_p),\qquad g_{ij\kappa}(R_e,R_p)=\langle i0|\partial_{\kappa R_p}H|jR_e\rangle .$$

The task is to undo $C(k)$ without knowing it.

### Fixing the electronic gauge from the overlaps

Write $C_l=C(k_l)$. In $M_l$ the operator $e^{-ibx}$ gives $e^{-ib(R+\tau_j)}$ on $|jR\rangle$. The lattice phases $e^{-ik_lR}e^{-ibR}e^{ik_{l+1}R}$ multiply to 1, the sum over $R$ cancels $1/N$, and

$$M_l=C_l^\dagger DC_{l+1},\qquad D=\mathrm{diag}(e^{-ib\tau_A},e^{-ib\tau_B}).$$

For the last link, $e^{iNbR}=1$, so $|j,k_N\rangle=|j,k_0\rangle$ and the stored state $C_N=C_0$ is used. $M_l$ is a product of unitaries because the two bands span the whole orbital space.

Parallel transport chooses $V_0=1$ and $V_{l+1}=M_l^\dagger V_l$, which makes $V_l^\dagger M_lV_{l+1}=1$. The solution is $V_l=C_l^\dagger D^{-l}C_0$. It holds for $l=0$, and by induction

$$V_{l+1}=C_{l+1}^\dagger D^{-1}C_l\,C_l^\dagger D^{-l}C_0=C_{l+1}^\dagger D^{-(l+1)}C_0 .$$

After one turn around the zone, with $Nb=2\pi/a$,

$$V_N=C_0^\dagger\,\mathrm{diag}(e^{2\pi i\tau_j/a})\,C_0 .$$

This is the Wilson loop. Its eigenvalues $e^{2\pi ix_j/a}$ give centres $x_j=\tau_j$ modulo $a$. Let $W$ hold its eigenvectors, ordered by $x_j$. Then the columns of $C_0W$ are eigenvectors of a diagonal matrix. If $\tau_A\ne\tau_B$ modulo $a$ its entries differ, so $C_0W=P$ is a diagonal matrix of two constant phases.

$V_lW$ is not yet periodic, since $V_NW=W\,\mathrm{diag}(e^{iNbx_j})$. Spread the mismatch evenly over the links:

$$U_l=V_lW\,\mathrm{diag}(e^{-ilbx_j})=C_l^\dagger D^{-l}PD^{l}=C_l^\dagger P\qquad(x_j=\tau_j),$$

where the last step uses that diagonal matrices commute. So $C_lU_l=P$ at every $k_l$: the rotated states $\sum_m\psi_{mk}U_{mj}$ are the orbital Bloch sums times a constant phase, and every random phase is gone. Also $U_l^\dagger M_lU_{l+1}=P^\dagger DP=D$. Diagonal overlaps of modulus one with phase $-bx_j$ mean zero Marzari-Vanderbilt spread, so this is the maximally localised gauge, on a grid of any size.

Two freedoms remain. The first is $P$. A common phase cancels between bra and ket. The relative phase is a convention, fixed by requiring the AB element of $H^W(k)=U^\dagger\,\mathrm{diag}(\varepsilon)\,U=P^\dagger C\varepsilon C^\dagger P$ to be real and negative at $k=0$, where in the orbital basis it is $-(t_1+t_2)$. After that $P$ is a multiple of the identity. The second is the branch of the logarithm. Choosing $x_j=\tau_j+a$ multiplies column $j$ of $U_l$ by $e^{-ik_la}$, and $e^{-ika}\sum_Re^{ikR}|jR\rangle=\sum_Re^{ikR}|j,R+a\rangle$, so the home-cell orbital moves one cell to the right.

For your numbers the eigenphases are $\mp1.445133$ rad, and $5\times1.445133/2\pi=1.150$ bohr $=d_1/2$.

### Removing the phonon phases and transforming

The eigenvectors are complete, $\sum_\nu e_{\kappa'\nu}e^*_{\kappa\nu}=\delta_{\kappa\kappa'}$, so

$$\sqrt{M_\kappa}\sum_\nu e^*_{\kappa\nu}d_\nu=\sum_{\kappa'}\sqrt{M_\kappa/M_{\kappa'}}\;\delta_{\kappa\kappa'}G_{\kappa'}=G_\kappa .$$

The phase $\phi_\nu$ appears in $d_\nu$ and conjugated in $e^*_\nu$, so it cancels with no gauge fixing. Then

$$U^\dagger(k+q)\,G_\kappa\,U(k)=P^\dagger C(k+q)\,C^\dagger(k+q)\,G^W_\kappa\,C(k)\,C^\dagger(k)P=G^W_\kappa .$$

The cancellation on the left needs the bra in $G$ to be the same stored state from which $U(k+q)$ was built. If the states at $k+q$ are recomputed with new phases $\Theta(k,q)$, a factor $C\Theta^\dagger C^\dagger\neq1$ is left over and the result is noise again.

Apply $N^{-2}\sum_{k,q}e^{-ikR_e-iqR_p}$. On the grid, $N^{-1}\sum_ke^{ik(R'-R)}$ is 1 when $R'-R$ is a multiple of $Na$ and 0 otherwise, so the transform returns $\sum_{s,s'}g(R_e+sNa,R_p+s'Na)$: the true couplings, summed over supercell images.

### What must come out

A bond contributes $-t(d)$, and $\partial(-t)/\partial d=\beta t$. Set $\alpha_1=\beta t_1$, $\alpha_2=\beta t_2$. A bond lengthens when its right atom moves right.

- Bond A0 to B0, length $d_1+u_{B0}-u_{A0}$: $g_{AB,A}(0,0)=g_{BA,A}(0,0)=-\alpha_1$ and $g_{AB,B}(0,0)=g_{BA,B}(0,0)=+\alpha_1$.
- $\langle B0|H|A,a\rangle$, length $d_2+u_{A,a}-u_{B0}$: $g_{BA,A}(a,a)=+\alpha_2$, $g_{BA,B}(a,0)=-\alpha_2$.
- $\langle A0|H|B,-a\rangle$, length $d_2+u_{A0}-u_{B,-a}$: $g_{AB,A}(-a,0)=+\alpha_2$, $g_{AB,B}(-a,-a)=-\alpha_2$.

All other entries vanish. With $t_2=0.1\,e^{-0.2}=0.081873$ Ha, $\alpha_1=0.050000$ and $\alpha_2=0.040937$ Ha/bohr, which are the eight recovered values. For each $(i,j,R_e)$ the entries sum to zero over $\kappa$ and $R_p$, because a rigid translation changes no bond.

Summing the series gives

$$G^W_{AB,A}=-\alpha_1+\alpha_2e^{-ika},\quad G^W_{AB,B}=\alpha_1-\alpha_2e^{-i(k+q)a},$$
$$G^W_{BA,A}=-\alpha_1+\alpha_2e^{i(k+q)a},\quad G^W_{BA,B}=\alpha_1-\alpha_2e^{ika}.$$

The one-index transforms of $H^W(k)$ and of $\mathcal D(q)=e\,\mathrm{diag}(\omega^2)\,e^\dagger$ give $H_{AA}(0)=\Delta$, $H_{BB}(0)=-\Delta$, $H_{AB}(0)=-t_1$, $H_{AB}(-a)=-t_2$, and force constants $\Phi=\sqrt{M_\kappa M_{\kappa'}}\,\mathcal D$ equal to $K_1+K_2$ on site, $\Phi_{AB}(0)=-K_1$, $\Phi_{AB}(-a)=-K_2$. Thus $h\equiv H_{AB}(k)=-t_1-t_2e^{-ika}$, and the traceless matrix has eigenvalues $\pm E$,

$$E^2=\Delta^2+|h|^2=\Delta^2+t_1^2+t_2^2+2t_1t_2\cos ka .$$

For the phonons $\mathcal D_{AB}=-(K_1+K_2e^{-iqa})/\sqrt{M_AM_B}$. The trace is $s=(K_1+K_2)(1/M_A+1/M_B)$. The determinant is $[(K_1+K_2)^2-|K_1+K_2e^{-iqa}|^2]/M_AM_B=2K_1K_2(1-\cos qa)/M_AM_B$, so $\omega^2=s/2\pm[s^2/4-4K_1K_2\sin^2(qa/2)/M_AM_B]^{1/2}$.

At any $(k,q)$, diagonalise $H^W(k)$, $H^W(k+q)$ and $\mathcal D(q)$, and form

$$g_{mn\nu}=\sum_\kappa\frac{e_{\kappa\nu}(q)}{\sqrt{2M_\kappa\omega_{\nu q}}}\big[C^\dagger(k+q)G^W_\kappa C(k)\big]_{mn}.$$

All three matrices and $G^W$ are the exact ones, so their eigenvectors differ from any other exact calculation only by phases, which is the exactness stated at the start. As $q\to0$ the acoustic mode tends to $e_\kappa\propto\sqrt{M_\kappa}$ with corrections of order $q$, and $G^W_{AB,A}+G^W_{AB,B}=\alpha_2e^{-ika}(1-e^{-iqa})$ is of order $q$ too. With $\omega\propto|q|$ this gives $g$ of order at most $|q|^{1/2}$. That order is reached at generic $k$. The intraband coefficient vanishes where a relaxed uniform strain leaves $E$ unchanged, $\cos ka=-(t_1^2K_2+t_2^2K_1)/[t_1t_2(K_1+K_2)]=-0.980$ here, and at that $k$ the intraband $g$ goes as $|q|^{3/2}$. The non-analytic factor is put in after the interpolation, which is a second reason not to transform $g$ itself.

### How coarse the grid can be

The transform fixes $R$ only modulo $Na$. On the grid all images give the same phase; off the grid they do not, so each coupling must be assigned to its true image.

Choosing the image with smallest $|R|$, and averaging ties, is right for $N\ge3$, since $-a,0,a$ are then distinct and nearest. For $N=2$ the images $\pm a$ tie, $e^{-ika}$ is replaced by $\cos ka$, and the interpolation is wrong off the grid. It is also wrong for $N=3$ if B was put on the shifted branch: the AB couplings then sit at $R_e=-a$ and $-2a$, and $-2a$ is reassigned to $+a$.

A rule that uses the centres avoids both problems: minimise $|R_e+x_j-x_i|$ and $|R_p+\tau_\kappa-x_i|$, the physical distances from the bra orbital to the ket orbital and to the moving atom. For the eight entries these distances are $0$, $d_1$ or $d_2$. Images are $Na$ apart, so if the true one is at distance $\delta\le d_2$, every other is at least $Na-\delta$ away. The true image wins when $d_2<Na/2$, and the same inequality forbids two nonzero couplings in one class. For $N=2$, $Na/2=5>2.7$ bohr and the result is exact. For $N=1$, $2.5<2.7$ and it fails: the interpolated $\mathcal D$ is $\mathcal D(0)$ at every $q$, so the frequencies are wrong and one of them is zero. Every coupling is then assigned to $R=0$, so $G^W_A+G^W_B=0$ and $d$ for that mode vanishes too; the infinity printed for this case is a rounding residue divided by zero, not a measure of the error.

### Worked point

Take $ka=2\pi\cdot\frac27$, $qa=2\pi\cdot\frac37$, neither on the $N=3$ grid. Then $k+q\equiv-k$.

*Electrons.* With $\cos ka=-0.222521$ and $\sin ka=0.974928$, $E^2=0.0171032-0.0163746\times0.222521=0.0134595$, so $E=0.116015$ Ha. Write $h=|h|e^{i\chi}$. The lower state is $(s_Ae^{i\chi},-s_B)$ with $s_A^2=(E-\Delta)/2E$, $s_B^2=(E+\Delta)/2E$; the first row of the eigenvalue equation requires $|h|s_B=(E+\Delta)s_A$, which holds because $|h|^2=(E+\Delta)(E-\Delta)$. The upper state is the orthogonal vector $(s_Be^{i\chi},s_A)$. Numerically $s_A=0.643276$, $s_B=0.765634$.

*Couplings.* For $k+q\equiv-k$ the AB and BA elements coincide: $G^W_A=-z$ and $G^W_B=z^*$ with $z=\alpha_1-\alpha_2e^{-ika}=0.059109+0.039910\,i$, so $|z|=0.071321$ Ha/bohr and $\zeta=\arg z=34.03^\circ$. Since $H^W(-k)=H^W(k)^*$, choose $C(-k)=C(k)^*$. The band factor is then $C_{Am}C_{Bn}+C_{Bm}C_{An}$, all at $k$. Its modulus is $2s_As_B=0.985028$ within a band and $|s_A^2-s_B^2|=\Delta/E=0.17239$ between bands, a ratio of $0.1750$. At this point interband scattering vanishes for $\Delta=0$.

*Phonons.* $K_1+K_2e^{-iqa}=0.119806-0.086777\,i$ has phase $\gamma=-35.92^\circ$. The first row, $(\mathcal D_{AA}-\omega^2)e_A=-\mathcal D_{AB}e_B$, has $\mathcal D_{AA}=2.5\times10^{-5}$ larger than $\omega_{ac}^2=(3.673713\times10^{-3})^2=1.3496\times10^{-5}$. The acoustic vector is therefore $(0.464820\,e^{i\gamma},\,0.885405)$, and the optical one, orthogonal to it, is $(0.885405\,e^{i\gamma},\,-0.464820)$.

*Acoustic mode.* Let $p_A=0.464820/\sqrt{20000}=3.28677\times10^{-3}$ and $p_B=0.885405/\sqrt{30000}=5.11189\times10^{-3}$. Then $|-zp_Ae^{i\gamma}+z^*p_B|=|z|\,[p_A^2+p_B^2-2p_Ap_B\cos(2\zeta+\gamma)]^{1/2}$ with $\cos32.14^\circ=0.8468$. The bracket is $(1.08029+2.61314-2.8454)\times10^{-5}=8.480\times10^{-6}$, with root $2.912\times10^{-3}$. So

$$|d_{--,ac}|=0.985028\times0.071321\times2.912\times10^{-3}=2.046\times10^{-4},$$
$$|g_{--,ac}|=\frac{2.046\times10^{-4}}{\sqrt{2\times3.673713\times10^{-3}}}=2.387\times10^{-3}\ \text{Ha}\approx65\ \text{meV}.$$

*Optical mode.* Now $p_A=6.26076\times10^{-3}$, $p_B=2.68364\times10^{-3}$, and the cross term changes sign. The bracket is $(3.91971+0.72019+2.8454)\times10^{-5}=7.485\times10^{-5}$, giving $|d_{--,op}|=6.078\times10^{-4}$ and, with $\omega_{op}=5.307589\times10^{-3}$ Ha, $|g_{--,op}|=5.899\times10^{-3}$ Ha $\approx161$ meV. The interband values are $0.1750$ times these: $4.18\times10^{-4}$ Ha and $1.03\times10^{-3}$ Ha.

### A check that uses eigenvalues only

Freeze $u_{\kappa R}=\eta\,\mathrm{Re}(e_{\kappa\nu}e^{iqR})/\sqrt{M_\kappa}$ into a 7-cell ring. To first order $\delta H=\frac\eta2(T+T^\dagger)$, with $T=\sum_{\kappa R}e_{\kappa\nu}M_\kappa^{-1/2}e^{iqR}\partial_{\kappa R}H$, because each $\partial H$ is Hermitian. $T$ adds momentum $q$ and $T^\dagger$ removes it. In the degenerate pair $\pm k$ of one band the diagonal elements vanish, and $\langle-k|\delta H|k\rangle=\eta d/2$ comes from $T$ alone, since $k-q\not\equiv-k$. The pair splits by $\eta|d|$. At order $\eta^2$ the momentum transfer is $0$ or $\pm2q$. Transfer $0$ shifts both levels equally, because $H$ is real and the two states are complex conjugates. Transfer $\pm2q$ would connect them only if $q$ or $3q$ were a reciprocal lattice vector. The correction to $|d|$ is thus of relative order $\eta^2$. With $\eta=0.05$ bohr$\,m_e^{1/2}$ the lower-band splittings are $1.022908\times10^{-5}$ and $3.039089\times10^{-5}$ Ha. Dividing by $\eta$ gives $2.0458\times10^{-4}$ and $6.0782\times10^{-4}$, as above, and $|g|=2.386706\times10^{-3}$ and $5.899426\times10^{-3}$ Ha.

The numerical check asserts this splitting for both bands and modes, the recovered tables for $N=3$ and $6$, the closed forms at random $(k,q)$, and phase-aligned complex agreement with the 7-cell ring. One part of its output is mislabelled. The lines comparing "interp" and "ring", and the eight lines giving the largest deviation of $|g|$ from the ring (but not the lower-band-only lines, which concern $G$), divide $d$ by $\sqrt2\,\omega$ in place of $\sqrt{2\omega}$, so they list $\tilde g=g/\sqrt\omega$ and their unit labels do not apply. For example $3.937734\times10^{-2}\times\sqrt{3.673713\times10^{-3}}=2.3867\times10^{-3}$, the frozen-phonon value. Both sides of those comparisons carry the same factor, so the agreement stands. In terms of $|\tilde g|$, which is $0.007$ to $0.08$ at the worked point, the largest deviation from the ring is a few times $10^{-16}$ for the three cases argued to be exact, and about $0.1$ for $N=2$ or shifted B with the $|R|$ rule, for the random gauge, and for fresh phases at $k+q$.

### Why your transform was noise, and why smoothing each band is not enough

By Parseval's theorem, $\sum|g(R_e,R_p)|^2=N^{-2}\sum_{k,q,\kappa}\mathrm{tr}\,G_\kappa^\dagger G_\kappa$, which unitary rotations leave unchanged. For $N\ge2$, where the eight couplings fall in different classes, it is $4(\alpha_1^2+\alpha_2^2)=0.0167032$ (Ha/bohr)$^2$ in any gauge; for $N=1$ they alias in pairs and the sum is $4(\alpha_1-\alpha_2)^2$. The gauge only decides where this weight sits. With random phases on $N=6$, a fraction $0.741$ lies beyond $|R|=a$. An even spread over the 36 cell pairs would give $27/36=0.75$; the fraction changes considerably from one draw of the phases to the next, so the closeness of this one value to $0.75$ does not show that the spread is even.

Making each band smooth separately, by the same transport with the $1\times1$ block of $M$ divided by its modulus, removes the randomness but leaves $C(k)$ in place, and $C$ contains $E(k)$. Define $\cosh\kappa a=(\Delta^2+t_1^2+t_2^2)/2t_1t_2$ (here $\kappa$ is a decay constant), $\rho=e^{-\kappa a}$, $y=e^{ika}$. Since $(1+\rho y)(1+\rho/y)=1+\rho^2+2\rho\cos ka$, we have $E^2=(t_1t_2/\rho)(1+\rho y)(1+\rho/y)$. Expand both roots with $c_n=\binom{1/2}{n}$. The coefficient of $y^n$ in $E$ is proportional to $\rho^n\sum_mc_{n+m}c_m\rho^{2m}$. Because $c_{n+1}/c_n=-(n-\frac12)/(n+1)\approx-(1-\frac3{2n})$, $|c_n|\propto n^{-3/2}$ and $c_{n+m}\to(-1)^mc_n$ at large $n$, so the sum tends to $c_n\sqrt{1-\rho^2}$. The coefficients fall as $n^{-3/2}\rho^n$ and never terminate. Here $\kappa a=0.29722$ and $\rho=0.74288$; the ratio of successive coefficients at $n=40$, scaled by $(41/40)^{3/2}$, is $0.74233$. The single-band interpolation of $|G_{--\kappa}|$ has, over the 49 $(k,q)$ points of the 7-cell ring (on an $84\times84$ mesh the maxima are larger: $4.7\times10^{-2}$, $1.6\times10^{-2}$ and $7.7\times10^{-4}$), largest errors $4.0\times10^{-2}$, $5.1\times10^{-3}$ and $3.8\times10^{-4}$ Ha/bohr for $N=3,9,27$, to be set against $\alpha_1=0.05$ Ha/bohr. The error falls overall as $N$ grows, though not monotonically (on the $84\times84$ mesh it is larger for $N=5$ than for $N=4$, and for $N=9$ than for $N=8$), and it does not vanish; its rate of decay for $G$ is not derived here.

The derivation of exactness on a tiny grid used three features of your model: the bands span a complete space, $x$ is diagonal in the orbitals, and the couplings have finite range. The second can be relaxed. If $x$ also mixes A and B within a cell, $x=R+X$ with a constant Hermitian $2\times2$ matrix $X$, then $D=e^{-ibX}$ is still independent of $k$, and the same steps give $C_lU_l=Q$ with $Q$ the eigenvectors of $X$. This needs the eigenvalues of $X$ to differ modulo $a$. It is a constant rotation within the cell, so the couplings stay within $|R|\le a$ and the smallest-$|R|$ rule remains exact for $N\ge3$. The finer grid results do not carry over. In the rotated basis the off-diagonal elements have different nonzero values at both $+a$ and $-a$, which fall in one class for $N=2$, so $N=2$ is no longer exact. For $N=3$ the centre rule sends the $+a$ element to $-2a$ once the two centres are more than $a/2$ apart. With a truncated set of bands $M$ is not unitary and its unitary polar factor is transported instead. The single-band case above is an example: there the interpolation is not exact on the grids tried, and its error falls only gradually and not monotonically with $N$. Long-range electrostatic terms, absent here, would have to be subtracted before the transform and added back afterwards.

## Computed results

```
a, d1, d2 = 5.0, 2.3, 2.7 bohr; beta = 0.5 1/bohr
Delta, t1, t2 = 0.02, 0.1, 0.081873 Ha
alpha1, alpha2 = 0.050000, 0.040937 Ha/bohr
M_A, M_B = 20000, 30000 m_e; K1, K2 = 0.3, 0.2 Ha/bohr^2
coarse N = 3, b = 0.418879 1/bohr; reference ring L = 7
Wilson eigenphases = -1.445133, 1.445133 rad
centres x_A, x_B = -1.150000, 1.150000 bohr
H_AA(0),H_BB(0),H_AB(0),H_AB(-a) = 0.020000,-0.020000,-0.100000,-0.081873 Ha
Phi_AA(0),Phi_AB(0),Phi_AB(-a) = 0.500000,-0.300000,-0.200000 Ha/bohr^2
g_AB,A(Re=+0a,Rp=+0a) = -0.050000 Ha/bohr
g_AB,B(Re=+0a,Rp=+0a) = +0.050000 Ha/bohr
g_BA,A(Re=+0a,Rp=+0a) = -0.050000 Ha/bohr
g_BA,B(Re=+0a,Rp=+0a) = +0.050000 Ha/bohr
g_BA,A(Re=+1a,Rp=+1a) = +0.040937 Ha/bohr
g_BA,B(Re=+1a,Rp=+0a) = -0.040937 Ha/bohr
g_AB,A(Re=-1a,Rp=+0a) = +0.040937 Ha/bohr
g_AB,B(Re=-1a,Rp=-1a) = -0.040937 Ha/bohr
sum |g(R)|^2 = 0.0167032 (Ha/bohr)^2; random gauge N=6 share beyond |R|=a: 0.741
point: ka/2pi = 2/7, qa/2pi = 3/7; k = 0.359039, q = 0.538559 1/bohr
eps(k) = -0.116015, 0.116015 Ha; eps(k+q) = -0.116015, 0.116015 Ha
|C_A|,|C_B| lower band at k = 0.643276, 0.765634
omega = 3.673713e-03, 5.307589e-03 Ha = 99.97, 144.43 meV
|e_A|,|e_B| acoustic = 0.464820, 0.885405
G^W_AB,A = -0.059109-0.039910j Ha/bohr
G^W_AB,B = 0.059109-0.039910j Ha/bohr
G^W_BA,A = -0.059109-0.039910j Ha/bohr
G^W_BA,B = 0.059109-0.039910j Ha/bohr
|g_--,ac| interp 3.937734e-02, ring 3.937734e-02 Ha (1071.51 meV)
|g_-+,ac| interp 6.891488e-03, ring 6.891488e-03 Ha (187.53 meV)
|g_+-,ac| interp 6.891488e-03, ring 6.891488e-03 Ha (187.53 meV)
|g_++,ac| interp 3.937734e-02, ring 3.937734e-02 Ha (1071.51 meV)
|g_--,op| interp 8.097689e-02, ring 8.097689e-02 Ha (2203.49 meV)
|g_-+,op| interp 1.417189e-02, ring 1.417189e-02 Ha (385.64 meV)
|g_+-,op| interp 1.417189e-02, ring 1.417189e-02 Ha (385.64 meV)
|g_++,op| interp 8.097689e-02, ring 8.097689e-02 Ha (2203.49 meV)
frozen phonon eta = 0.05 bohr sqrt(m_e)
ac lower band: splitting 1.022908e-05 Ha, |g| = 2.386706e-03 Ha
op lower band: splitting 3.039089e-05 Ha, |g| = 5.899426e-03 Ha
max ||g|-|g_ring||, N=3 fixed, |R| images: 3.61e-16 Ha
max ||g|-|g_ring||, N=2 fixed, centre-aware: 1.73e-16 Ha
max ||g|-|g_ring||, N=3 B shifted, centre-aware: 3.75e-16 Ha
max ||g|-|g_ring||, N=2 fixed, |R| images: 8.71e-02 Ha
max ||g|-|g_ring||, N=3 B shifted, |R| images: 1.13e-01 Ha
max ||g|-|g_ring||, N=1 fixed, centre-aware: inf Ha
max ||g|-|g_ring||, N=3 random gauge: 1.08e-01 Ha
max ||g|-|g_ring||, N=3 fresh phases at k+q: 1.15e-01 Ha
lower-band-only gauge N=3: max error of |G_--| 4.03e-02 Ha/bohr
lower-band-only gauge N=9: max error of |G_--| 5.06e-03 Ha/bohr
lower-band-only gauge N=27: max error of |G_--| 3.76e-04 Ha/bohr
kappa*a = 0.29722; exp(-kappa a) = 0.74288; scaled ratio at R=40a: 0.74233
```
